Why a Self-Limiting Deposition Cycle Can Leave Less Than One Monolayer

A metal precursor is passed over a hydroxylated oxide surface until the surface takes up no more. In the model below, the saturated surface has then bound at most 2.155 metal atoms per nm², while one (100) plane of the growing oxide holds 8.00. The pulse has run to completion, yet at least 73 % of that plane is missing. Longer exposure does not supply it.

The setting is atomic layer deposition. A cycle consists of a precursor pulse, a purge, a water pulse and another purge. A pulse is self-limiting if its uptake stops at a finite value however long the exposure lasts. It is tempting to conclude that each cycle adds one crystallographic monolayer. The example shows why this does not follow.

**The counter-example**

The parameters are round model values, not those of a named material. The metal atoms of the oxide form a face-centred cubic lattice with a = 0.50 nm. A (100) face of area a² contains four corner atoms, each shared by four faces, and one central atom, so it holds 4 × 1/4 + 1 = 2 atoms. The metal density of the plane is

σ = 2/a² = 2/(0.50 nm)² = 8.00 nm⁻².

Neighbouring planes are a/2 = 0.250 nm apart. The yardstick depends on the face: a (110) plane of the same lattice holds √2/a² = 5.66 nm⁻² and a (111) plane 4/(√3 a²) = 9.24 nm⁻². All coverages below refer to (100). Coverage here means N/σ, where N is the number of metal atoms bound per area in one cycle. It measures an amount and does not say that the film is closed or flat.

The precursor is ML₄: a metal M with n = 4 ligands L. It binds by ligand exchange,

M–L + surface–OH → surface–O–M + HL.

A molecule that makes x such exchanges uses x hydroxyls and keeps n − x ligands. The surface offers s = 4.00 hydroxyls per nm². We assume that HL leaves, that bound metal does not desorb, and that the precursor does not decompose.

The remaining ligands need room. Let each claim one cell of a hexagonal pattern with neighbour distance d = 0.50 nm. Ligands in a row are d apart and the rows are (√3/2)d apart, so a cell has area (√3/2)d². The largest ligand density is the inverse of this area:

l = 2/(√3 d²) = 4.62 nm⁻².

Suppose first that every molecule makes the same number x of exchanges. The hydroxyls used cannot exceed s, and the ligands kept cannot exceed l:

xN ≤ s and (n − x)N ≤ l.

For x < n, uptake therefore ends at the smaller of two limits,

N = min[s/x, l/(n − x)].

The three cases are:

x = 1: min(4.00, 4.62/3) = 1.54 nm⁻², coverage 0.19
x = 2: min(4.00/2, 4.62/2) = 2.00 nm⁻², coverage 0.25
x = 3: min(4.00/3, 4.62/1) = 1.33 nm⁻², coverage 0.17

All three pulses are self-limiting, but for different reasons. With x = 1 the surface is crowded: 4.00 − 1.54 = 2.46 hydroxyls per nm² are still present, but no further molecule fits. With x = 2 or x = 3 the hydroxyls run out while there is still room for ligands. In none of these cases does uptake stop because a crystal plane is full.

**The general statement**

Real molecules may bind in different ways side by side. Let x range over the whole numbers from 1 to n, in any mixture, with n ≥ 2. Within this counting model, the largest metal density that one precursor pulse can bind is

N_max = min[s, (s + l)/n].

The lattice constant does not appear. This ceiling is set by hydroxyls and ligand room, whereas σ is set by the crystal. They agree only if the parameters happen to make them agree.

To prove that N cannot be larger, let x̄ be the mean number of exchanges per molecule. The two resource limits become

x̄N ≤ s,
(n − x̄)N ≤ l.

Adding them cancels x̄N on the left and leaves nN ≤ s + l, so N ≤ (s + l)/n. In addition, every bound molecule has made at least one exchange, so x̄ ≥ 1. The first limit then gives N ≤ x̄N ≤ s. Both bounds hold, and hence so does the smaller one.

To prove that the bound can be reached, consider two cases.

If (s + l)/n ≤ s, take N = (s + l)/n and choose

x̄ = s/N = ns/(s + l).

This lies between 1 and n, so it can be made by mixing molecules with two neighbouring whole values of x. The hydroxyls used are x̄N = s. The ligands kept are nN − x̄N = (s + l) − s = l. Both resources are used up and neither is exceeded.

If (s + l)/n > s, let every molecule bind once, with N = s. The hydroxyls are used up. The ligands kept are (n − 1)s = ns − s, which is less than (s + l) − s = l, so they fit. This completes the proof. A numerical search over all mixtures, for 150 random sets of s, l and n, gave the same maximum.

In the example,

N_max = min[4.00, (4.00 + 4.62)/4] = 2.155 nm⁻²,

with x̄ = 1.86, and the coverage is 0.27. This is a ceiling. The chemistry may favour a less economical mixture, as the three single-x cases show, and molecules may not pack well.

If the film has the bulk metal density of 4/a³ = 32.0 nm⁻³, the corresponding thickness per cycle is

2.155 nm⁻² / 32.0 nm⁻³ = 0.067 nm,

compared with a plane spacing of 0.250 nm. At this ceiling, 8.00/2.155 = 3.7 cycles deliver as much metal as one plane contains. That does not mean that a closed layer exists after four cycles.

**Ligand size, site density and the full plane**

With s fixed at 4.00 nm⁻², narrowing the ligand from 0.60 to 0.50 to 0.40 nm raises the largest coverage from 0.23 to 0.27 to 0.35. At 0.30 nm it is 0.50, and here the bound is N = s: hydroxyls have become the limit, so still smaller ligands would not help.

With d fixed at 0.50 nm, raising s from 2.0 to 4.0 to 8.0 nm⁻² raises the ceiling from 1.655 to 2.155 to 3.155 nm⁻². In this crowded regime each added hydroxyl permits only 1/n = 1/4 of an additional metal atom. Even with one hydroxyl for every metal position in the plane, the coverage cannot exceed 0.39.

A full plane requires N_max ≥ σ, which means both

s ≥ σ and s + l ≥ nσ.

For s = σ the second condition becomes l ≥ (n − 1)σ = 3 × 8.00 = 24.0 nm⁻². Inserting l = 2/(√3 d²) and solving for d gives

d ≤ √[2/(√3 × 24.0 nm⁻²)] = 0.219 nm.

One monolayer per cycle is therefore possible in this model. With one hydroxyl per metal position it needs very small ligands; a still denser hydroxyl layer would relax the limit on d. Self-limitation alone guarantees neither of the two conditions.

**When water leaves ligands behind**

So far each precursor pulse began on a surface free of ligands. We assumed that the water pulse replaces the remaining ligands by hydroxyls and restores the density s. Surplus hydroxyls condense; if too few are present, water splits on oxide bridges and supplies the rest, M–O–M + H₂O → 2 M–OH. Now let water remove only a fraction f of all ligands present. The survivors stay at the surface and are not buried. Each one also costs b hydroxyls.

Suppose every precursor pulse fills the ligand layer to l. The water pulse then leaves

R = (1 − f)l.

The next precursor pulse finds s − bR hydroxyls and room for l − R ligands. Each new metal atom brings n ligands, each of which either uses a hydroxyl and leaves as HL or takes up ligand room. If both resources are used up,

nN = (s − bR) + (l − R),
N = [s + l − (1 + b)R]/n.

This requires N ≤ s − bR, since every molecule needs at least one hydroxyl. After the pulse the ligand density is again l, so the same R returns in the next cycle.

For f = 0.80 and b = 1, R = 0.20 × 4.62 = 0.92 nm⁻². There remain 3.08 hydroxyls and room for 3.70 ligands per nm², so

N = (3.08 + 3.70)/4 = 1.69 nm⁻².

The condition holds, because 1.69 < 3.08. The first cycle, on a clean surface, can bind 2.155 nm⁻²; the second and third bind 1.69 nm⁻². The coverage per cycle falls from 0.27 to 0.21, and the thickness per cycle from 0.067 to 0.053 nm.

Could a less crowded layer grow faster, because it leaves fewer survivors? Let the ligand density after each precursor pulse be λ ≤ l. In the steady state fλ new ligands are added per cycle, and at most s − b(1 − f)λ hydroxyls are used. Therefore

nN ≤ s + [f − b(1 − f)]λ.

In the example the bracket is 0.80 − 0.20 = 0.60. It is positive, so the right-hand side is largest at λ = l, where it reproduces the result above. Thus 1.69 nm⁻² is a ceiling for steady growth. If the bracket were negative, the filled layer would not be the most favourable one, and the formula would describe only the assumed refilling.

The cause of incomplete removal matters. If ligands survive a water pulse that is already on its plateau, and the precursor pulse is saturated as well, the whole cycle is self-limiting and the low growth is a saturated value. If the water pulse was merely too short, lengthening it raises f, so ligand removal was not saturated. In the example above, a larger f also raises the ceiling for growth per cycle. Both pulse lengths must therefore be varied before a cycle is called self-limiting.

**Why a flat curve does not reveal its height**

The ceiling assumes that molecules arrange themselves economically. Random, permanent binding can stop earlier. A simple model shows the whole uptake curve: a long chain of sites on which each bound molecule blocks both neighbouring sites. A random fraction q of the sites is reactive, and t is the mean number of arrivals per site.

Arrivals are independent, so a site has been hit at least once with probability 1 − e^(−t). The probability that it is reactive and has been hit is

v = q(1 − e^(−t)).

Only the first hit on a reactive site matters: if the site was blocked then, it stays blocked. We can therefore use v as a clock, in which a given site has its first effective hit between v and v + dv with probability dv.

Take a site that has had no effective hit up to v, and let P(v) be the probability that its right neighbour is empty. That neighbour becomes occupied during dv if its first effective hit falls there and the next site to the right is empty. The neighbour had no effective hit before this one, so the latter again has probability P, because the rest of the chain looks the same. Hence

dP/dv = −P, P(0) = 1, so P = e^(−v).

A site hit at v binds a molecule if both neighbours are empty. Until the site between them has its first effective hit, it cannot bind a molecule and so passes no influence from one side to the other. The two sides are therefore independent, and this has probability P² = e^(−2v). Summing over all hits up to v gives the fraction of occupied sites,

θ = ∫₀^v e^(−2w) dw = [1 − e^(−2v)]/2.

For q = 1, θ is 0.425 at t = 3, 0.4320 at t = 6 and 0.4323 at t = 12. Doubling the exposure from 6 to 12 adds less than 0.1 % of the uptake. For q = 0.5 the curve is also nearly flat, since the same doubling adds less than 0.2 % of the uptake, but its height is 0.316. Simulated random arrivals differed from this law by at most 0.0009 in coverage.

The late approach explains the similar shapes. As t grows, v falls short of q by qe^(−t), and the slope dθ/dv is close to e^(−2q). The missing coverage is therefore approximately

θ(∞) − θ(t) ≈ q e^(−2q) e^(−t).

The factor e^(−t) is the same for every q > 0. In this model, where all reactive sites are hit at the same mean rate, a flat curve shows that open sites are nearly exhausted, not how many there were. If some sites react much more slowly than others, the curve can look flat while many of them are still open.

The same random filling on the square metal net of the (100) plane gives coverage 0.364 when each molecule blocks its four nearest sites, and 0.187 when it blocks eight. These values are for q = 1; for q = 0.5 they fall to about 0.26 and 0.16. The blocking ranges are chosen freely and are not derived from d. With one exchange per molecule, the four-neighbour coverages would need about 8.7 and 6.1 ligands per nm², more than l = 4.62 nm⁻², so they cannot describe the example precursor binding by a single exchange. With no blocking and every site reactive, the coverage is 1.000. Within the random-filling model, only then does a saturated pulse give a full monolayer. The numerical output below lists these cases.

The random-filling model leaves out molecules that move after binding and further exchange by bound molecules. Neither model includes changes in surface area through roughness. The counting model also excludes binding without a hydroxyl, such as dissociation on oxide bridges or association, which real precursors can show. If x = 0 is allowed, the bound N ≤ s no longer applies and only N ≤ (s + l)/n remains. The ceiling of 2.155 nm⁻² is then unchanged, but smaller ligands keep raising it, to a coverage of 0.53 at d = 0.30 nm. Such effects can shift the plateau. The metal added per area in a saturated cycle, divided by σ, gives the coverage reached in that cycle.

Values computed for the example and the checks

```
lattice constant a = 0.50 nm, ligands per molecule n = 4
ligand width d = 0.50 nm, OH density s = 4.00 nm^-2
metal density of (100) plane = 8.00 nm^-2
plane spacing = 0.250 nm
metal density of the bulk = 32.0 nm^-3
ligand density limit l = 4.619 nm^-2
x = 1: site limit 4.000, crowding limit 1.540, uptake 1.540 nm^-2, coverage 0.192
x = 2: site limit 2.000, crowding limit 2.309, uptake 2.000 nm^-2, coverage 0.250
x = 3: site limit 1.333, crowding limit 4.619, uptake 1.333 nm^-2, coverage 0.167
upper bound, mixed x: N = 2.155 nm^-2, mean x = 1.856
coverage at the bound = 0.269
thickness per cycle at the bound = 0.0673 nm
cycles per monolayer equivalent = 3.71
largest d for a full plane at s = 8.0 nm^-2: 0.219 nm
d = 0.30 nm, s = 4.0 nm^-2: l = 12.830, N = 4.000 nm^-2, coverage 0.500
d = 0.40 nm, s = 4.0 nm^-2: l = 7.217, N = 2.804 nm^-2, coverage 0.351
d = 0.50 nm, s = 4.0 nm^-2: l = 4.619, N = 2.155 nm^-2, coverage 0.269
d = 0.60 nm, s = 4.0 nm^-2: l = 3.208, N = 1.802 nm^-2, coverage 0.225
s = 2.0 nm^-2, d = 0.50 nm: N = 1.655 nm^-2, coverage 0.207
s = 4.0 nm^-2, d = 0.50 nm: N = 2.155 nm^-2, coverage 0.269
s = 8.0 nm^-2, d = 0.50 nm: N = 3.155 nm^-2, coverage 0.394
ligand fraction removed f = 0.80, OH cost b = 1.0
surviving ligands R = 0.924 nm^-2
OH left = 3.076 nm^-2, ligand room left = 3.695 nm^-2
uptake in cycles 1, 2, 3 = 2.155, 1.693, 1.693 nm^-2
coverage per cycle with survivors = 0.212
thickness per cycle with survivors = 0.0529 nm
cycles per monolayer equivalent with survivors = 4.73
chain, t = 1 arrivals per site: coverage 0.35877 (q = 1), 0.23427 (q = 0.5)
chain, t = 3 arrivals per site: coverage 0.42525 (q = 1), 0.30667 (q = 0.5)
chain, t = 6 arrivals per site: coverage 0.43200 (q = 1), 0.31560 (q = 0.5)
chain, t = 12 arrivals per site: coverage 0.43233 (q = 1), 0.31606 (q = 0.5)
largest chain error, simulation - law = 0.0009
square net spacing = 0.3536 nm
net, shell 0.30 nm, 0 neighbours blocked: coverage 1.000 (q = 1), 0.498 (q = 0.5)
net, shell 0.45 nm, 4 neighbours blocked: coverage 0.364 (q = 1), 0.255 (q = 0.5)
net, shell 0.60 nm, 8 neighbours blocked: coverage 0.187 (q = 1), 0.159 (q = 0.5)
largest standard error on the net = 0.0008
```
